# Oxygen-Pressure Exponent of Dilute Ceria Vacancies with Two Independent Electrons: a program that tests the result

```python
"""
Result under test: in dilute, pure, bulk ceria CeO(2-delta) in equilibrium with O2,
  delta = (g^2/2)^(1/3) exp(-E/3kT) (pstar/p)^(1/6)
if each vacancy leaves two independent localised electrons.
delta: vacancies per Ce; E: energy to remove one O as half an O2 in its ground state;
g: states of an electron on one Ce; p: O2 pressure;
pstar = kT q_int / lambda^3, with lambda the thermal wavelength of O2 and q_int its
internal partition function. K = g^2 exp(-E/kT) sqrt(pstar/p).
The law is compared with explicit sums over numbers of vacancies in a neutral crystal.
Material inputs are rough typical values. Lengths in nm and energies in eV unless marked.
"""
import itertools
import math
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import gammaln

T = 1200.0
E = 4.7
g = 2
p_high, p_low = 150.0, 0.15          # Torr
lattice = 0.541
permittivity = 25.0
bond_length = 0.121
vibration_cm = 1580.0
mass = 31.998 * sc.atomic_mass
k_eV = sc.k / sc.e
kT = k_eV * T
ce_density = 4 / lattice**3          # per nm^3


def close(a, b, rel):
    return abs(a - b) <= rel * abs(b)


# ---------- oxygen gas ----------
def wavelength(temp):
    return sc.h / math.sqrt(2 * math.pi * mass * sc.k * temp)      # m


def rotation_temperature():
    inertia = mass / 4 * (bond_length * 1e-9)**2
    return sc.hbar**2 / (2 * inertia * sc.k)


def internal_partition(temp):
    # Spin-zero oxygen nuclei and the triplet ground state allow odd rotation only.
    j = np.arange(1, 400, 2)
    rotation = np.sum((2*j + 1) * np.exp(-j*(j + 1)*rotation_temperature()/temp))
    x = sc.h * sc.c * vibration_cm * 100 / (sc.k * temp)
    return 3 * rotation / (1 - math.exp(-x))


def pstar(temp):
    return sc.k * temp * internal_partition(temp) / wavelength(temp)**3 / sc.torr


box = 100e-9
levels = np.arange(1, 200001, dtype=float)
box_sum = np.exp(-sc.h**2 * levels**2 / (8*mass*box**2*sc.k*T)).sum()
assert close(box_sum, box / wavelength(T), 2e-4)
rot_sum = np.sum([(2*j + 1)*math.exp(-j*(j + 1)*rotation_temperature()/T)
                  for j in range(1, 400, 2)])
assert close(rot_sum, T / (2*rotation_temperature()), 5e-3)


def gas_free_energy(number, volume):                               # in units of kT
    q = volume * internal_partition(T) / wavelength(T)**3
    return -number * math.log(q) + gammaln(number + 1)


n_gas = 1e6
for p_test in (p_high, p_low):
    vol = n_gas * sc.k * T / (p_test * sc.torr)
    h = 1e-4
    p_num = -(gas_free_energy(n_gas, vol*(1 + h))
              - gas_free_energy(n_gas, vol*(1 - h))) / (2*h*vol) * sc.k*T / sc.torr
    mu_num = gas_free_energy(n_gas + 1, vol) - gas_free_energy(n_gas, vol)
    assert close(p_num, p_test, 1e-5)
    assert abs(mu_num - math.log(p_test / pstar(T))) < 1e-5


# ---------- derived formulas ----------
P_STAR = pstar(T)


def log_z(p):
    return -E / kT + 0.5 * math.log(P_STAR / p)


def K(p):
    return g**2 * math.exp(log_z(p))


def dilute(p, temp=T):
    return ((g**2 / 2)**(1/3) * math.exp(-E / (3*k_eV*temp))
            * (pstar(temp) / p)**(1/6))


def site_blocked(k_value):
    def f(d):
        return (math.log((d/2) / (1 - d/2)) + 2*math.log(2*d / (1 - 2*d))
                - math.log(k_value))
    return brentq(f, 1e-12, 0.49, xtol=1e-16, rtol=1e-12)


def with_acceptors(p, a):
    return brentq(lambda d: (d/2)*(2*d - a)**2 / K(p) - 1, a/2, 0.1,
                  xtol=1e-17, rtol=1e-12)


def slope(function, p, step=0.02):
    return (math.log(function(p*math.exp(step)))
            - math.log(function(p*math.exp(-step)))) / (2*step)


# ---------- explicit sums over microstates ----------
def log_choose(n, r):
    return gammaln(n + 1) - gammaln(r + 1) - gammaln(n - r + 1)


def log_count(n_ce, v, free=2, acceptors=0, states=None):
    electrons = free*v - acceptors
    return (log_choose(2*n_ce, v) + log_choose(states or n_ce, electrons)
            + electrons*math.log(g))


def crystal(n_ce, lz, free=2, acceptors=0, states=None):
    start = math.ceil(acceptors / 2)
    top = min(start + 20000, 2*n_ce)
    if free:
        top = min(top, ((states or n_ce) + acceptors) // free)
    v = np.arange(start, top + 1, dtype=float)
    lw = log_count(n_ce, v, free, acceptors, states) + v*lz
    w = np.exp(lw - lw.max())
    w /= w.sum()
    mean = (w*v).sum()
    return mean, (w*(v - mean)**2).sum()


# Direct listing: 4 Ce sites (empty, up, down) and 8 oxygen sites.
tally = {}
electron_lists = [sum(s > 0 for s in c) for c in itertools.product(range(3), repeat=4)]
for occupation in itertools.product((0, 1), repeat=8):
    vac = sum(occupation)
    tally[vac] = tally.get(vac, 0) + sum(e == 2*vac for e in electron_lists)
for vac in range(3):
    assert close(math.exp(log_count(4, float(vac))), tally[vac], 1e-9)

N = 10**7


def summed(p):
    return crystal(N, log_z(p))[0] / N


for p_test in (p_high, p_low):
    assert close(summed(p_test), dilute(p_test), 2e-3)
    assert abs(slope(summed, p_test) + 1/6) < 3e-4
mean_v, var_v = crystal(N, log_z(p_high))
assert close(var_v / mean_v, 1/3, 2e-3)
assert close(slope(summed, p_high), -var_v / (2*mean_v), 1e-3)

# Heavier loading: the site-blocking form must hold where the dilute one has drifted.
heavy = log_z(p_high) + 12
heavy_sum = crystal(10**6, heavy)[0] / 1e6
heavy_K = g**2 * math.exp(heavy)
assert close(site_blocked(heavy_K), heavy_sum, 3e-4)
assert abs((heavy_K/2)**(1/3) / heavy_sum - 1) > 1e-3

# Exponent for zero, one or two freely moving electron units per vacancy.
exponents = []
for free in (0, 1, 2):
    x = 5e-5
    base = math.log(x/2) + free*math.log(x*max(free, 1)/g)
    found = slope(lambda p: crystal(N, base + 0.5*math.log(p_high/p), free)[0], p_high)
    assert abs(found + 1/(2*(1 + free))) < 5e-4
    exponents.append(found)

# Ten times fewer electron states: new prefactor, same exponent.
few = slope(lambda p: crystal(N, log_z(p), states=N//10)[0], p_high)
few_ratio = crystal(N, log_z(p_high), states=N//10)[0] / mean_v
assert abs(few + 1/6) < 1e-3
assert close(few_ratio, 10**(-2/3), 1e-2)

# A neutral crystal that holds far less than one vacancy.
tiny = slope(lambda p: crystal(1000, log_z(p))[0], p_high)
assert abs(tiny + 0.5) < 1e-3

# ---------- acceptors ----------
acceptor_rows = []
for a in (1e-5, 1e-4):
    by_sum = crystal(N, log_z(p_high), acceptors=round(a*N))[0] / N
    assert close(with_acceptors(p_high, a), by_sum, 3e-3)
    s = [slope(lambda p: with_acceptors(p, a), q) for q in (p_high, p_low)]
    assert all(-1/6 < item < 0 for item in s)
    acceptor_rows.append((a, with_acceptors(p_high, a), *s))
strong = round(1e-2 * N)
electron_slope = slope(
    lambda p: 2*crystal(N, log_z(p), acceptors=strong)[0] - strong, p_high)
assert abs(electron_slope + 0.25) < 3e-3

# ---------- binding of one electron next to a vacancy ----------
coulomb = sc.e / (4*math.pi*sc.epsilon_0*permittivity) * 1e9       # eV nm
near = math.sqrt(3)/4 * lattice
binding = 2 * coulomb / near
b = math.exp(binding / kT)


def bound_parts(p):
    k_value = K(p)
    n = brentq(lambda y: y**3 / (4*k_value + 8*b*k_value*y) - 1, 1e-9, 0.5,
               xtol=1e-17, rtol=1e-12)
    return 2*k_value/n**2, 8*b*k_value/n, n


def bound_total(p):
    return sum(bound_parts(p)[:2])


f = np.arange(0, 1500, dtype=float)[:, None]
s = np.arange(0, 400, dtype=float)[None, :]
e = 2*f + s
lw = (f*math.log(2*N) - gammaln(f + 1) + s*math.log(8*N*b) - gammaln(s + 1)
      + e*math.log(N) - gammaln(e + 1) + (f + s)*(2*math.log(g) + log_z(p_high)))
w = np.exp(lw - lw.max())
w /= w.sum()
assert close((w*(f + s)).sum() / N, bound_total(p_high), 3e-3)
assert close((w*s).sum() / N, bound_parts(p_high)[1], 1e-2)
bound_slopes = [slope(bound_total, q) for q in (p_high, p_low)]
assert all(item < -1/6 for item in bound_slopes)
repulsion = coulomb / (lattice / math.sqrt(2))
double_ratio = 1.5 * bound_parts(p_high)[2] * math.exp((binding - repulsion)/kT)

# ---------- screening ----------
L = coulomb / kT


def kappa(d):
    return math.sqrt(4*math.pi*L*6*d*ce_density)


def screened(p):
    d = dilute(p)
    for _ in range(100):
        d = dilute(p) * math.exp(L*kappa(d))
    return d


unit_field = 2/math.pi * quad(lambda t: -1/(1 + t*t), 0, np.inf)[0]


def charging_energy(strength):       # strength: sum of charge^2 times density
    kap = math.sqrt(4*math.pi*L*strength)
    return quad(lambda c: strength*L*c*(unit_field*c*kap), 0, 1)[0]


strength = 6 * dilute(p_high) * ce_density
h = 1e-3 * strength
per_unit = (charging_energy(strength + h) - charging_energy(strength - h)) / (2*h)
# A vacancy and its two electrons have squared charges adding to six.
assert close(6*per_unit, -3*L*kappa(dilute(p_high)), 1e-4)
screen_slopes = [slope(screened, q) for q in (p_high, p_low)]
assert all(item < -1/6 for item in screen_slopes)

# ---------- worked example ----------
print(f"Temperature: {T:.0f} K; kT: {kT:.5f} eV")
print(f"Removal energy E: {E:.2f} eV; electron states per Ce g: {g}")
print(f"O2 bond: {bond_length:.3f} nm; vibration: {vibration_cm:.0f} cm^-1")
print(f"O2 mass: {mass/sc.atomic_mass:.3f} u")
print(f"Thermal wavelength of O2: {wavelength(T)*1e9:.5f} nm")
print(f"Internal partition function of O2: {internal_partition(T):.1f}")
print(f"pstar: {P_STAR:.4e} Torr")
print(f"Lattice constant: {lattice:.3f} nm; Ce density: {ce_density:.3f} nm^-3")
for p in (p_high, p_low):
    print(f"p = {p:g} Torr: mu_O = {0.5*kT*math.log(p/P_STAR):.4f} eV, K = {K(p):.4e}")
    print(f"  delta, law: {dilute(p):.4e}; explicit sum: {summed(p):.4e}")
    print(f"  exponent from explicit sum: {slope(summed, p):.5f}")
print(f"delta ratio, low to high pressure: {dilute(p_low)/dilute(p_high):.4f}")
print(f"Vacancy density at 150 Torr: {dilute(p_high)*ce_density*1e21:.3e} cm^-3")
print(f"Ce sites in sum: {N:.0e}; mean vacancies: {mean_v:.1f}")
print(f"Variance over mean: {var_v/mean_v:.5f}")
print("Exponents for 0, 1, 2 free units: " + ", ".join(f"{x:.4f}" for x in exponents))
print(f"Tenfold fewer electron states: delta x {few_ratio:.4f}, exponent {few:.4f}")
print(f"1000-Ce neutral crystal: exponent {tiny:.4f}")
print("Neglected effects (exponents at 150 and 0.15 Torr):")
for a, d, s1, s2 in acceptor_rows:
    print(f"Acceptors {a*1e6:.0f} ppm: delta(150 Torr) {d:.3e}; {s1:.4f}, {s2:.4f}")
print(f"Electron exponent with 1 % acceptors: {electron_slope:.4f}")
print(f"Relative permittivity: {permittivity:.0f}; binding estimate: {binding:.3f} eV")
for p, s1 in zip((p_high, p_low), bound_slopes):
    v_free, v_bound, _ = bound_parts(p)
    print(f"Binding, {p:g} Torr: bound share {v_bound/(v_free+v_bound):.4f}; {s1:.4f}")
print(f"Doubly over singly bound, 150 Torr: {double_ratio:.2e}")
print(f"Debye length at 150 Torr: {1/kappa(dilute(p_high)):.2f} nm")
for p, s1 in zip((p_high, p_low), screen_slopes):
    print(f"Screening, {p:g} Torr: delta x {screened(p)/dilute(p):.4f}; {s1:.4f}")
blocking = site_blocked(K(p_low)) / dilute(p_low) - 1
print(f"Site blocking at 0.15 Torr: relative change {blocking:.2e}")
virial = 2*math.pi/3 * (0.35e-9)**3 * p_high*sc.torr / (sc.k*T)
print(f"Gas non-ideality, 0.35 nm hard spheres: {virial:.1e}")
print(f"Vibrational entropy of 3k per vacancy: delta x {math.exp(3/3):.3f}")
print(f"Six 4f states instead of two: delta x {(6/g)**(2/3):.3f}")
print(f"Boltzmann factor, surface vacancy 1 eV cheaper: {math.exp(1/kT):.2e}")
print("Isolated neutral grains, interior sites only, 150 Torr:")
for diameter in (100, 20, 10):
    sites = round(math.pi/6 * diameter**3 * ce_density)
    m, var = crystal(sites, log_z(p_high))
    s1 = slope(lambda p: crystal(sites, log_z(p))[0], p_high)
    assert close(s1, -var/(2*m), 2e-3)
    print(f"  {diameter} nm: {sites} Ce, mean vacancies {m:.3f}, exponent {s1:.4f}")
print(f"Equilibrium delta at 300 K, 150 Torr: {dilute(p_high, 300.0):.2e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Temperature: 1200 K; kT: 0.10341 eV
Removal energy E: 4.70 eV; electron states per Ce g: 2
O2 bond: 0.121 nm; vibration: 1580 cm^-1
O2 mass: 31.998 u
Thermal wavelength of O2: 0.00891 nm
Internal partition function of O2: 1023.7
pstar: 1.7988e+14 Torr
Lattice constant: 0.541 nm; Ce density: 25.262 nm^-3
p = 150 Torr: mu_O = -1.4380 eV, K = 7.9868e-14
  delta, law: 3.4181e-05; explicit sum: 3.4162e-05
  exponent from explicit sum: -0.16674
p = 0.15 Torr: mu_O = -1.7952 eV, K = 2.5256e-12
  delta, law: 1.0809e-04; explicit sum: 1.0805e-04
  exponent from explicit sum: -0.16667
delta ratio, low to high pressure: 3.1623
Vacancy density at 150 Torr: 8.635e+17 cm^-3
Ce sites in sum: 1e+07; mean vacancies: 341.6
Variance over mean: 0.33348
Exponents for 0, 1, 2 free units: -0.5000, -0.2501, -0.1667
Tenfold fewer electron states: delta x 0.2151, exponent -0.1670
1000-Ce neutral crystal: exponent -0.5000
Neglected effects (exponents at 150 and 0.15 Torr):
Acceptors 10 ppm: delta(150 Torr) 3.759e-05; -0.1512, -0.1616
Acceptors 100 ppm: delta(150 Torr) 7.334e-05; -0.0686, -0.1229
Electron exponent with 1 % acceptors: -0.2499
Relative permittivity: 25; binding estimate: 0.492 eV
Binding, 150 Torr: bound share 0.0310; -0.1701
Binding, 0.15 Torr: bound share 0.0927; -0.1769
Doubly over singly bound, 150 Torr: 2.79e-03
Debye length at 150 Torr: 5.25 nm
Screening, 150 Torr: delta x 1.1187; -0.1766
Screening, 0.15 Torr: delta x 1.2330; -0.1862
Site blocking at 0.15 Torr: relative change -1.62e-04
Gas non-ideality, 0.35 nm hard spheres: 1.1e-04
Vibrational entropy of 3k per vacancy: delta x 2.718
Six 4f states instead of two: delta x 2.080
Boltzmann factor, surface vacancy 1 eV cheaper: 1.58e+04
Isolated neutral grains, interior sites only, 150 Torr:
  100 nm: 13227166 Ce, mean vacancies 451.923, exponent -0.1667
  20 nm: 105817 Ce, mean vacancies 3.448, exponent -0.1749
  10 nm: 13227 Ce, mean vacancies 0.160, exponent -0.4349
Equilibrium delta at 300 K, 150 Torr: 2.70e-25
ALL CHECKS PASSED
```
